# Haken–Strobl chain: from ballistic to diffusive exciton motion

**Examination question: an exciton on a dephased chain**

One exciton moves on an infinite chain of identical molecules at positions $x=na$. The Hamiltonian in the one-exciton space is

$$H=H_0+\sum_n\delta\varepsilon_n(t)|n\rangle\langle n|,\qquad H_0=\sum_n\varepsilon_0|n\rangle\langle n|+\sum_{n}\sum_{r\ge1}J_r\big(|n\rangle\langle n+r|+|n+r\rangle\langle n|\big).$$

The $J_r$ are real and $\sum_r r^2J_r^2$ is finite. The site energies carry classical Gaussian white noise of zero mean,

$$\overline{\delta\varepsilon_n(t)\,\delta\varepsilon_m(t')}=\hbar^2\Gamma\,\delta_{nm}\,\delta(t-t').$$

This is the Haken–Strobl model with diagonal noise. Write $J=J_1$ and $j=J/\hbar$; $\varepsilon_0$ gives a global phase and is set to zero. Numerical checks refer to the output printed after the text and use $\hbar=a=j=1$.

**(a)** *Derive the equations for the averaged density matrix $\rho=\overline{|\psi\rangle\langle\psi|}$ and the averaged amplitude $\overline{\psi_n}$.*

In a step $dt$ the noise gives site $n$ the phase $\varphi_n=\hbar^{-1}\int_t^{t+dt}\delta\varepsilon_n\,dt'$. It is Gaussian with $\overline{\varphi_n\varphi_m}=\Gamma\,dt\,\delta_{nm}$, and since the noise is white it is independent of the state at time $t$, so the average over the step factors from the average over the past. Write the step as the phase kick followed by $e^{-iH_0dt/\hbar}$. The ordering error contains $H_0dt$ times $\varphi$: its order $dt^{3/2}$ part is odd in the noise and averages to zero, and the rest is of order $dt^2$, which does not affect the derivative.

The kick multiplies $\psi_n\psi_m^*$ by $e^{-i(\varphi_n-\varphi_m)}$. For a Gaussian variable $\overline{e^{-iX}}=e^{-\overline{X^2}/2}$. For $n\ne m$ the variance of $\varphi_n-\varphi_m$ is $2\Gamma dt$ and the factor is $e^{-\Gamma dt}$; for $n=m$ the factor is 1. Hence

$$\dot\rho_{nm}=-\frac{i}{\hbar}[H_0,\rho]_{nm}-\Gamma(1-\delta_{nm})\rho_{nm}.\tag{1}$$

The amplitude carries one phase of variance $\Gamma dt$, so its factor is $e^{-\Gamma dt/2}$ on every site, and $\overline{\psi(t)}=e^{-\Gamma t/2}e^{-iH_0t/\hbar}\psi(0)$. The coherence between a site and the noiseless ground state, which sets the optical line width, thus decays at half the intersite rate. For nearest neighbours the Bloch energy is $2J\cos k$, and the Jacobi–Anger expansion gives $\langle n|e^{-iH_0t/\hbar}|0\rangle=\int\frac{dk}{2\pi}e^{ikn-2ijt\cos k}=(-i)^n\mathcal J_n(2jt)$, with $\mathcal J_n$ the Bessel function. Noisy wave-function trajectories at $\Gamma=2$, $t=1$ give $|\overline{\psi_1}|=0.213\pm0.009$ (standard error) against $0.2122$ from the formula, and they exclude a decay at the full rate $\Gamma$.

**(b)** *Find $\langle x\rangle$ and $\langle x^2\rangle$ for any initial state with finite moments. Specialize to a start on site 0 and obtain both time limits and the diffusion constant.*

Multiply (1) by an operator $O$ and take the trace. Cyclic invariance gives $-\frac{i}{\hbar}\mathrm{Tr}(O[H_0,\rho])=\frac{i}{\hbar}\mathrm{Tr}([H_0,O]\rho)$, and the damping term is $-\Gamma\sum_{n\neq m}O_{mn}\rho_{nm}$. With $O_d$ the diagonal part of $O$ in the site basis,

$$\frac{d\langle O\rangle}{dt}=\frac{i}{\hbar}\langle[H_0,O]\rangle-\Gamma\langle O-O_d\rangle.\tag{2}$$

Define $v=\frac{i}{\hbar}[H_0,x]$ and $A=xv+vx$. Four facts close the equations.

1. $v_{nm}=\frac{ia}{\hbar}(m-n)J_{|n-m|}$, so $v_d=0$.
2. $A_{nm}=a(n+m)v_{nm}$, so $A_d=0$.
3. $H_0$ and $v$ depend on $n-m$ alone, so both are diagonal in the Bloch basis and $[H_0,v]=0$.
4. $(v^2)_{nn}=\sum_m|v_{nm}|^2=\bar v^2$ on every site, where neighbours on both sides give $\bar v^2=\dfrac{2a^2}{\hbar^2}\sum_r r^2J_r^2$.

The operators $x$ and $x^2$ are diagonal and feel no damping. The product rule for commutators gives $\frac{i}{\hbar}[H_0,x^2]=vx+xv$ and, by fact 3, $\frac{i}{\hbar}[H_0,A]=2v^2$. Equation (2) then yields

$$\frac{d\langle x\rangle}{dt}=\langle v\rangle,\quad \frac{d\langle v\rangle}{dt}=-\Gamma\langle v\rangle,\quad \frac{d\langle x^2\rangle}{dt}=\langle A\rangle,$$
$$\frac{d\langle A\rangle}{dt}=2\langle v^2\rangle-\Gamma\langle A\rangle,\quad \frac{d\langle v^2\rangle}{dt}=-\Gamma\big(\langle v^2\rangle-\bar v^2\big).$$

Let subscript 0 mark initial values and $w_0=\langle v^2\rangle_0-\bar v^2$. Then $\langle v\rangle=v_0e^{-\Gamma t}$, $\langle x\rangle=x_0+v_0(1-e^{-\Gamma t})/\Gamma$ and $\langle v^2\rangle=\bar v^2+w_0e^{-\Gamma t}$. The integrating factor $e^{\Gamma t}$ turns the equation for $A$ into $\frac{d}{dt}(e^{\Gamma t}\langle A\rangle)=2\bar v^2e^{\Gamma t}+2w_0$, so

$$\langle A\rangle=A_0e^{-\Gamma t}+\frac{2\bar v^2}{\Gamma}(1-e^{-\Gamma t})+2w_0\,t\,e^{-\Gamma t}.$$

Integrating once more, with $\int_0^t t'e^{-\Gamma t'}dt'=[1-(1+\Gamma t)e^{-\Gamma t}]/\Gamma^2$,

$$\langle x^2\rangle=\langle x^2\rangle_0+\frac{A_0}{\Gamma}(1-e^{-\Gamma t})+\frac{2\bar v^2}{\Gamma^2}(\Gamma t-1+e^{-\Gamma t})+\frac{2w_0}{\Gamma^2}\big[1-(1+\Gamma t)e^{-\Gamma t}\big].\tag{3}$$

The terms in $v_0$, $A_0$ and $w_0$ saturate, so the late slope is $2D$ with $D=\bar v^2/\Gamma$ for every such start. This is $D=\bar v\ell$ with the free path $\ell=\bar v/\Gamma$. On site 0 every expectation value is a diagonal element, so $v_0=A_0=w_0=0$ by facts 1, 2 and 4. For nearest neighbours $\bar v^2=2j^2a^2$ and

$$\langle x^2\rangle=\frac{4J^2a^2}{\hbar^2\Gamma^2}\big(\Gamma t-1+e^{-\Gamma t}\big).\tag{4}$$

For $\Gamma t\ll1$ the bracket is $\frac12(\Gamma t)^2(1-\Gamma t/3+\dots)$, so $\langle x^2\rangle\to2j^2a^2t^2$: the motion is ballistic. For $\Gamma t\gg1$,

$$\langle x^2\rangle\to2Dt-\frac{4j^2a^2}{\Gamma^2},\qquad D=\frac{2J^2a^2}{\hbar^2\Gamma}.$$

The laws $2j^2a^2t^2$ and $2Dt$ cross at $t=2/\Gamma$. No expansion in $J/\hbar\Gamma$ was made, so within this model (3) and (4) hold at any ratio of coupling to dephasing. Propagation of (1) reproduces (4) at $\Gamma=0.5$, 2 and 10, and (3) for a moving packet with $v_0=-1.66$, $A_0=16.6$, $w_0=0.787$. The noisy trajectories give $\langle n^2\rangle=6.995\pm0.045$ at $\Gamma=2$, $t=4$ against $7.0003$.

**(c)** *How do $\langle x^2\rangle$ and $D$ change for Förster coupling $J_r=J/r^3$ and for Dexter coupling $J_r=Je^{-(r-1)a/L}$?*

For a start on one site the couplings enter through $\bar v^2$, so (4) and $D$ are multiplied at all times by $S=\sum_r r^2J_r^2/J^2$. The dipolar case gives $S=\sum r^{-4}=\zeta(4)=1.0823$. For exchange coupling put $y=e^{-2a/L}$, so that $S=\sum r^2y^{r-1}$. Applying $y\,d/dy$ to $\sum y^r=1/(1-y)$ gives $y/(1-y)^2$, applying it again gives $y(1+y)/(1-y)^3$, and division by $y$ leaves $S=(1+y)/(1-y)^3$, which is $1.2236$ at $a/L=1.5$. Propagation of (1) confirms both factors. A power law $J_r\propto r^{-p}$ has $S=\sum r^{2-2p}$, finite for $p>3/2$; for $p\le3/2$ the sum and $\bar v^2$ diverge and no finite $D$ exists.

**(d)** *For nearest neighbours and a start on site 0, find the Laplace transform $P(q,s)$ of $P(q,t)=\sum_ne^{-iqn}\rho_{nn}(t)$. Obtain $\langle n^4\rangle$ and the limits of the kurtosis $K=\langle n^4\rangle/\langle n^2\rangle^2$.*

Take $N$ sites on a ring, $|k\rangle=N^{-1/2}\sum_ne^{ikn}|n\rangle$, and define

$$f_q(k)=N\langle k+\tfrac q2|\rho|k-\tfrac q2\rangle=\sum_{nm}e^{-ik(n-m)}e^{-iq(n+m)/2}\rho_{nm}.$$

The average over $k$ sets $n=m$, so $\langle f_q\rangle_k=P(q,t)$. The diagonal part $\rho_d$ inserted in the same sum gives $P(q,t)$ for every $k$. The energy difference is $2J[\cos(k+\frac q2)-\cos(k-\frac q2)]=-\hbar b\sin k$ with $b=4j\sin(q/2)$. Writing the damping in (1) as $-\Gamma\rho+\Gamma\rho_d$,

$$\dot f_q(k)=(ib\sin k-\Gamma)f_q(k)+\Gamma P(q,t),\qquad f_q(k,0)=1.$$

With $u=s+\Gamma$ the transform is $f_q(k,s)=(1+\Gamma P)/(u-ib\sin k)$. For $N\to\infty$ let $G=\int\frac{dk}{2\pi}(u-ib\sin k)^{-1}$. Expand in $b/u$; odd powers of $\sin k$ average to zero and $\langle\sin^{2p}k\rangle=\binom{2p}{p}4^{-p}$. The series $\sum_p\binom{2p}{p}z^p=(1-4z)^{-1/2}$ with $z=-b^2/4u^2$ gives $G=1/\sqrt{u^2+b^2}$ for $|u|>|b|$, and continuation extends it to $\mathrm{Re}\,u>0$, on the branch with positive real part. Solving $P=G(1+\Gamma P)$,

$$P(q,s)=\frac{1}{\sqrt{(s+\Gamma)^2+b^2}-\Gamma}.\tag{5}$$

A direct solve of the resolvent of (1) agrees, for example $P(\pi,1)=0.288007$ at $\Gamma=1$.

$P$ is even in $q$, so $P=1-q^2\langle n^2\rangle/2+q^4\langle n^4\rangle/24-\dots$. From $\sin^2(q/2)=q^2/4-q^4/48$ follows $b^2=4j^2q^2-j^2q^4/3$. The root is $u+\eta$ with

$$\eta=\frac{b^2}{2u}-\frac{b^4}{8u^3}=\frac{2j^2}{u}q^2-\Big(\frac{j^2}{6u}+\frac{2j^4}{u^3}\Big)q^4,$$

and since $u-\Gamma=s$, $P=1/s-\eta/s^2+\eta^2/s^3$. The coefficients of $q^2$ and $q^4$, times $-2$ and $24$, give the transforms

$$M_2(s)=\frac{4j^2}{s^2u},\qquad M_4(s)=\frac{4j^2}{s^2u}+\frac{48j^4}{s^2u^3}+\frac{96j^4}{s^3u^2}.$$

Measure $s$ in units of $\Gamma$, so $u=s+1$ and time is $\tau=\Gamma t$. Partial fractions come from expanding the regular factor at each pole: $(1+s)^{-3}=1-3s$ and $(1-u)^{-2}=1+2u+3u^2$ for the second term, $(1+s)^{-2}=1-2s+3s^2$ and $(u-1)^{-3}=-(1+3u)$ for the third. Thus

$$\frac1{s^2u}=\frac1{s^2}-\frac1s+\frac1u\ \to\ \tau-1+e^{-\tau},$$
$$\frac1{s^2u^3}=\frac1{s^2}-\frac3s+\frac3u+\frac2{u^2}+\frac1{u^3}\ \to\ \tau-3+e^{-\tau}\Big(3+2\tau+\frac{\tau^2}2\Big),$$
$$\frac1{s^3u^2}=\frac1{s^3}-\frac2{s^2}+\frac3s-\frac3u-\frac1{u^2}\ \to\ \frac{\tau^2}2-2\tau+3-e^{-\tau}(3+\tau).$$

The first line restores (4). The second plus twice the third gives

$$\langle n^4\rangle=\langle n^2\rangle+48\frac{j^4}{\Gamma^4}\Big[\tau^2-3\tau+3+e^{-\tau}\Big(\frac{\tau^2}2-3\Big)\Big].\tag{6}$$

At $\Gamma=0$, $M_4=4j^2/s^3+144j^4/s^5$ inverts to $2j^2t^2+6j^4t^4$, so $K=\frac32+1/(2j^2t^2)$; the Bessel sums give $1.5050$ at $t=10$. The value $3/2$ describes a distribution with weight near its fronts, and the second term is the lattice effect at early times, when the populated sites are $0,\pm1$ and $\langle n^4\rangle\approx\langle n^2\rangle$. For $\tau\gg1$, dropping $e^{-\tau}$ and using $48/4^2=3$,

$$K=\frac{3(\tau^2-3\tau+3)}{(\tau-1)^2}+\frac1{\langle n^2\rangle}\approx3-\frac3\tau+\frac{\Gamma^2}{4j^2\tau}.\tag{7}$$

The Gaussian value 3 is approached from below when $\Gamma^2<12j^2$ and from above when $\Gamma^2>12j^2$.

**(e)** *From the singularities of $P(q,s)$, decide when the populations obey a classical hopping equation.*

Let $w=\sqrt{u^2+b^2}$, with $b>0$ and the cut on the segment from $-ib$ to $ib$. A pole needs $w=\Gamma$, so $u^2=\Gamma^2-b^2$, and its residue is $(dw/du)^{-1}=w/u=\Gamma/u$.

For $b<\Gamma$ the pole is $s_q=-\Gamma+\sqrt{\Gamma^2-b^2}$. The negative root is not a pole, because $w$ is negative on the negative real $u$ axis with this cut. The cut lies at $\mathrm{Re}\,s=-\Gamma$ and its contribution carries $e^{-\Gamma t}$, so at late times $P\to\Gamma(\Gamma^2-b^2)^{-1/2}e^{s_qt}$. Every $q$ has a real isolated pole when $\Gamma>4|j|$. Diagonalizing (1) on a ring of 20 sites at $\Gamma=6$ gives these poles as the slowest eigenvalues, $-1.527864$ at $q=\pi$, and propagation at $\Gamma=10$, $t=5$ matches the pole term $1.6788\times10^{-2}$.

For $b\ll\Gamma$, which covers every mode when $\Gamma\gg4|j|$ and the long-wavelength modes otherwise, expand in $b/\Gamma$: $s_q=-b^2/2\Gamma-b^4/8\Gamma^3$ and the residue is $1+b^2/2\Gamma^2$. At leading order $s_q=-2k(1-\cos q)$ with $k=2j^2/\Gamma$. This is the spectrum of $\dot p_n=k(p_{n+1}+p_{n-1}-2p_n)$, and $e^{z\cos q}=\sum_nI_n(z)e^{inq}$ inverts it to $p_n=e^{-2kt}I_n(2kt)$. With $Y=b^2t/2\Gamma$ the relative correction to $P$ is $(Y-Y^2/2)/\Gamma t$, of order $1/\Gamma t$ for the modes $Y\lesssim1$ that survive, and its two terms have opposite signs. At $\Gamma=10$, $t=20$ the largest difference from the walk is $0.0009$ of the peak population.

For $b>\Gamma$ the roots $u=\pm i\Omega$, $\Omega=\sqrt{b^2-\Gamma^2}$, sit on the right edge of the segment, where $w$ is real and positive. Swing the cuts to run leftward from $\pm ib$; the roots become isolated poles. Their residues add to $\frac{\Gamma}{i\Omega}e^{i\Omega t}+\text{c.c.}$, so

$$P(q,t)\,e^{\Gamma t}\to\frac{2\Gamma}{\Omega}\sin\Omega t.$$

On the upper cut $u=ib-\xi$ and $w^2\approx-2ib\xi$ for small $\xi$. The jump of (5) across it is $2w/(w^2-\Gamma^2)$, of modulus $2\sqrt{2b\xi}/\Gamma^2$ at leading order. Using $\int_0^\infty\sqrt\xi\,e^{-\xi t}d\xi=\frac{\sqrt\pi}2t^{-3/2}$ and the factor $1/2\pi$ of the inversion, the two cuts together have leading amplitude $\sqrt{2b/\pi}\,\Gamma^{-2}t^{-3/2}$. For $\Gamma=2$, $q=\pi$ this is $0.4\,t^{-3/2}$, or $0.027$ at $t=6$. Propagation sampled at the five times $t=6,\,6.5,\dots,8$ follows the oscillation ($\Omega=3.464$, amplitude $1.155$) with a largest deviation of $0.019$ at those times and shows both signs.

A rate equation with constant, symmetric, translation-invariant rates $k_r$ has $P=\exp[-2t\sum_rk_r(1-\cos qr)]>0$ and cannot change sign. For $\Gamma<4|j|$ the short-wavelength modes therefore have no such description, while $D=2j^2a^2/\Gamma$ stays valid because it is a property of $q\to0$, where $b<\Gamma$. The hopping equation gives the decay rate of every mode only for $\hbar\Gamma\gg4|J|$. Measured against the peak population, the populations approach the walk at any ratio $\Gamma/j$ once $\Gamma t\gg1$: the surviving modes $Y\lesssim1$ have $b^2/\Gamma^2=2Y/\Gamma t\ll1$, so the expansion applies to them with a relative correction of order $1/\Gamma t$, while the modes with $b>\Gamma$ are at most of order $\Gamma t\,e^{-\Gamma t}$ in the model, since $|2\Gamma\sin(\Omega t)/\Omega|\le2\Gamma t$, and less than $e^{-\Gamma t/2}$ in the walk. This does not make the ratio of population to walk close to 1 on every site: several standard deviations out the model lies well below the walk, in line with the term $-3/\tau$ in (7), which the kurtosis $3+1/2kt$ of the walk lacks.

**(f)** *Compute the golden-rule rate between two sites with static detuning $\Delta=\hbar\delta$ from their line shapes, and compare with (1). Does the law for $D$ survive static energy differences?*

By (a) the optical coherence of a site decays as $e^{-\Gamma|t|/2}$, so each line is $F(\omega)=\frac1{2\pi}\int e^{i\omega t-\Gamma|t|/2}dt$, a normalized Lorentzian of half-width $\Gamma/2$. By Parseval's theorem the overlap of two lines displaced by $\delta$ is $\frac1{2\pi}\int e^{i\delta t-\Gamma|t|}dt=\frac1\pi\frac{\Gamma}{\Gamma^2+\delta^2}$. On the energy scale each line gains $1/\hbar$ and $dE=\hbar\,d\omega$, so

$$k=\frac{2\pi}{\hbar}J^2\!\int\!F_DF_A\,dE=\frac{2j^2\Gamma}{\Gamma^2+\delta^2}.\tag{8}$$

This overlap form holds for Förster and Dexter transfer alike; they differ in $J$. Equation (1) for two sites with $\varepsilon_1-\varepsilon_2=\Delta$ reads $\dot\rho_{12}=-(\Gamma+i\delta)\rho_{12}-ij(\rho_{22}-\rho_{11})$ and $\dot\rho_{11}=-ij(\rho_{21}-\rho_{12})$. If populations change slowly on the time $1/\Gamma$, then $\rho_{12}=-ij(\rho_{22}-\rho_{11})/(\Gamma+i\delta)$, and with $\rho_{21}=\rho_{12}^*$ one finds $\rho_{21}-\rho_{12}=ij(\rho_{22}-\rho_{11})\,2\Gamma/(\Gamma^2+\delta^2)$. Hence $\dot\rho_{11}=k(\rho_{22}-\rho_{11})$ with the $k$ of (8). At $\delta=0$, $D=ka^2$ coincides with (b), also outside the regime where this elimination is justified: at $\Gamma=2$ the late half-slope and the overlap rate both equal $1.000000$.

Static site energies add $(\varepsilon_n-\varepsilon_m)v_{nm}$ to $[H_0,v]_{nm}$, fact 3 fails, and the five equations of (b) no longer form a closed set; what replaces $D$ depends on the pattern of energies. A uniform ramp $\varepsilon_n=n\Delta$ is a special case: the right- and left-hopping parts of $v$ then obey separate equations with damping $\Gamma\pm i\delta$, the moments close again, and $D=ka^2$ with the $k$ of (8) at any $\Gamma/j$. For $\Gamma\gg|j|$ a chain with alternating energies $\pm\Delta/2$ has the rate (8) on every bond, so $D\approx ka^2$, which for $|\delta|\gg\Gamma$ grows with $\Gamma$ as $2j^2\Gamma a^2/\delta^2$. The elimination neglects second-neighbour coherences, each a factor of order $j/\Gamma$ smaller and feeding back with another such factor, so corrections are of relative order $j^2/\Gamma^2$. At $\Gamma=\delta=10$ propagation gives $D=0.1019$, about 2% above the detuned rate $0.1000$ and far from the ordered value $0.2000$.

The rate (8) is even in $\delta$, so uphill and downhill hops are equally fast, and $\rho\propto1$ is stationary under (1) for any $H_0$. The sublattice imbalance obeys $\dot z=-4kz$, since each site has two neighbours of the other kind; $e^{-8}\approx3\times10^{-4}$ at $t=20$ is near the propagated $4.0\times10^{-4}$. Classical white noise thus describes infinite temperature, and its use for a thermal bath presumes at least $k_BT$ large against $\Delta$ and the bandwidth $4|J|$. It also presumes a bath memory short against $1/\Gamma$ and $1/|j|$, and fluctuations that are classical up to frequencies beyond $\Gamma$, which needs $k_BT$ large against $\hbar\Gamma$.

**(g)** *Take model parameters in Gaussian units: parallel transition dipoles $\mu=5.0\times10^{-18}$ statC cm perpendicular to the chain, $a=1.0\times10^{-7}$ cm, squared refractive index $n_r^2=2.0$, no local-field factor, a uniform lifetime $\tau_L=1.0\times10^{-9}$ s. For $\Gamma=2.0\times10^{13}$ and $1.0\times10^{14}$ s$^{-1}$ find $D$ and the mean-square displacement at decay, and read the time series at the first rate.*

The point-dipole coupling is $[\boldsymbol\mu_1\!\cdot\!\boldsymbol\mu_2-3(\boldsymbol\mu_1\!\cdot\!\hat{\mathbf R})(\boldsymbol\mu_2\!\cdot\!\hat{\mathbf R})]/(n_r^2R^3)$, and the second term vanishes in this geometry. The dipole corresponds to a length $\mu/e=1.04\times10^{-8}$ cm, a tenth of $a$. Then

$$J=\frac{25\times10^{-36}}{2.0\times10^{-21}}=1.25\times10^{-14}\ \text{erg}\ \ (62.9\ \text{cm}^{-1}),\qquad j=\frac{1.25\times10^{-14}}{1.0546\times10^{-27}}=1.185\times10^{13}\ \text{s}^{-1},$$

and $\bar v=\sqrt2\,ja=1.676\times10^6$ cm/s for nearest neighbours.

A uniform decay multiplies $\rho$ by $e^{-t/\tau_L}$, because it commutes with the rest of (1). The decay times have density $e^{-t/\tau_L}/\tau_L$, so the average of $\langle x^2\rangle$ is $a^2sM_2(s)$ at $s=1/\tau_L$:

$$\langle x^2\rangle_{\rm decay}=\frac{4j^2a^2\tau_L^2}{1+\Gamma\tau_L}\ \to\ 2D\tau_L\quad(\Gamma\tau_L\gg1).$$

At $\Gamma=2.0\times10^{13}$ s$^{-1}$, $k=2(1.1853\times10^{13})^2/(2.0\times10^{13})=1.405\times10^{13}$ s$^{-1}$ and $D=ka^2=0.1405$ cm$^2$/s. The $1/r^3$ tail raises this by $\zeta(4)$ to $0.1405\times1.0823=0.152$ cm$^2$/s. For nearest neighbours $\langle x^2\rangle_{\rm decay}\approx2\times0.1405\times10^{-9}=2.81\times10^{-10}$ cm$^2$, an rms length of 168 nm. At $\Gamma=1.0\times10^{14}$ s$^{-1}$, five times larger, $k=2.81\times10^{12}$ s$^{-1}$, $D=0.0281$ cm$^2$/s ($0.0304$ with the tail) and $\langle x^2\rangle_{\rm decay}=5.62\times10^{-11}$ cm$^2$, or 75 nm, smaller by $\sqrt5$.

For the nearest-neighbour chain the two cases lie on opposite sides of the threshold in (e). At the lower rate $\Gamma/j=1.69<4$ and $\ell=8.4\times10^{-8}$ cm, near one spacing: modes with $\sin(q/2)>\Gamma/4j=2.0/4.74=0.42$ oscillate, and the hopping equation with rate $k=D/a^2$ describes the long-wavelength modes only, which are the ones left once $\Gamma t\gg1$. At the higher rate $\Gamma/j=8.44>4$ and $\ell=1.7\times10^{-8}$ cm, and every mode has a real pole.

For the time series the prefactor in (4) is $4j^2/\Gamma^2=1.405$.

- At 25 fs, $\tau=0.5$ and $\langle n^2\rangle=1.405\,(0.5-1+e^{-0.5})=0.150$, which is 15% below the ballistic value $0.176$. The kurtosis $8.33$ is mostly the lattice term $1/\langle n^2\rangle=6.7$ of (6).
- At 100 fs, the crossing time $2/\Gamma$, both asymptotic laws give $2.81$, while $\langle n^2\rangle=1.405\,(1+e^{-2})=1.595$, a fraction $(1+e^{-2})/2=0.57$ of either. The rms displacement is 1.26 nm and $K=2.64$.
- At 500 fs, $\tau=10$ and $\langle n^2\rangle=14.05-1.405=12.64$, still 10% below $2Dt/a^2$ because of the constant offset. Equation (7) gives $K=3\times73/81+1/12.64=2.78$, below 3, as $\Gamma^2<12j^2$ requires once $\tau\gg1$.

Propagation of (1) reproduces $\langle n^2\rangle$ and $\langle n^4\rangle$ at all three times. These are values of the model and not of a material: static disorder is absent, and neither the nearest-neighbour bandwidth $4J\approx250$ cm$^{-1}$ nor $\hbar\Gamma=(\Gamma/j)J\approx106$ and $531$ cm$^{-1}$ is small against a room-temperature $k_BT$ of roughly 200 cm$^{-1}$, so the conditions of (f) would not be well met there.

## Table of computed values

```
--- tests, units hbar = a = j = 1 ---
noise G=2 t=4 <n^2>: 6.995 +- 0.045, formula 7.0003
noise G=2 t=1 |<psi_1>|: 0.2132 +- 0.0085, formula 0.2122
G= 0.5 t=20 <n^2>: rho 144.000726, formula 144.000726
G= 2.0 t=20 <n^2>: rho 39.000000, formula 39.000000
G=10.0 t=20 <n^2>: rho 7.960000, formula 7.960000
G= 2.0 D: late slope/2 1.000000, overlap rate 1.000000
G=10.0 D: late slope/2 0.200000, overlap rate 0.200000
G=0 t=10: <n^2> 200.0000, kurtosis 1.5050
packet: x0 -5.0000 x2_0 34.0000 v0 -1.6597 A0 16.5973 w0 0.7873
packet G=0.5 t=15 <n^2>: rho 177.45399, formula 177.45399
Foerster 1/r^3: MSD ratio to nearest neighbour 1.08232, formula 1.08232
Dexter a/L=1.5: MSD ratio to nearest neighbour 1.22360, formula 1.22360
G=1 s=1 P(pi,s): resolvent 0.28800716, formula 0.28800716
ring G=6 q=pi pole: eigenvalue -1.527864, formula -1.527864
G=10 t=5 P(pi,t): rho 1.678841e-02, pole term 1.678841e-02
G=2 t=6..8: Omega 3.4641, amplitude 1.1547, max deviation 0.0189
G=10 t=20: max |P_n - walk|/peak 0.0009
G=10 Delta=10: D 0.1019, detuned rate 0.1000, ordered 0.2000
  sublattice imbalance at t=20: 4.0e-04
--- worked example, Gaussian units ---
hbar 1.054572e-27 erg s, e 4.803205e-10 statC
mu 5.0e-18 statC cm, mu/e 1.0410e-08 cm
a 1.0e-07 cm, n^2 2.0, kappa 1.0, lifetime 1.0e-09 s
J 1.2500e-14 erg = 62.93 cm^-1
j 1.1853e+13 1/s, 4j 4.7413e+13 1/s, vbar 1.6763e+06 cm/s
G 2.0e+13 1/s: G/j 1.6873, crossover 2/G 1.0e-13 s
  free path 8.3814e-08 cm, hop rate 1.4050e+13 1/s
  offset 4j^2/G^2 1.4050 sites^2
  D 0.14050 cm^2/s, with 1/r^3 tail 0.15206 cm^2/s
  <x^2> at decay 2.8098e-10 cm^2, rms 167.6 nm
G 1.0e+14 1/s: G/j 8.4366, crossover 2/G 2.0e-14 s
  free path 1.6763e-08 cm, hop rate 2.8099e+12 1/s
  offset 4j^2/G^2 0.0562 sites^2
  D 0.02810 cm^2/s, with 1/r^3 tail 0.03041 cm^2/s
  <x^2> at decay 5.6198e-11 cm^2, rms 75.0 nm
G 2.0e+13 1/s, time series (<n^2> in sites^2):
  t 25 fs: rho 0.14967, formula 0.14967, kurtosis 8.3266
    ballistic 0.17562, 2Dt/a^2 0.70249, rms 0.387 nm
  t 100 fs: rho 1.59511, formula 1.59511, kurtosis 2.6393
    ballistic 2.80994, 2Dt/a^2 2.80994, rms 1.263 nm
  t 500 fs: rho 12.64481, formula 12.64481, kurtosis 2.7828
    ballistic 70.24861, 2Dt/a^2 14.04972, rms 3.556 nm
```
